\section*{The Kratzer relation for centrifugal distortion in diatomic molecules}

\section{When the distortion constant needs its own calculation}

A program that generates rotational levels of a diatomic molecule needs the centrifugal distortion constant $D$. It can obtain $D$ by solving the radial Schr\"odinger equation at several values of the rotational quantum number $J$, or it can set
\begin{equation}
D=\frac{4B^3}{\omega^2}
\label{eq:kratzer}
\end{equation}
from the rotational constant $B$ and the harmonic vibrational constant $\omega$, which a geometry optimization and one second derivative already supply. The choice depends on the error that can be tolerated.

For HCl, on the potential curve used below, the distortion term at $J=10$ lowers the level by $5.9\ \mathrm{cm^{-1}}$, so it cannot be dropped from a line list. Replacing the $D$ of the vibrational ground state by Eq.~\eqref{eq:kratzer} changes that term by only $0.02\ \mathrm{cm^{-1}}$. For HCl at this $J$, the error of the relation itself, apart from any error in $B$ and $\omega$, matters only where hundredths of a wavenumber matter. For H$_2$ the same replacement changes the $J=10$ term by about $7\ \mathrm{cm^{-1}}$, although there the terms beyond $D$ are larger still, about $45\ \mathrm{cm^{-1}}$. The derivation shows what sets this error and how it changes with mass and with $J$.

\section{Hamiltonian, units and constants}

The molecule is in a closed-shell electronic state without electronic angular momentum. In the Born--Oppenheimer approximation the nuclei move in a potential $V(r)$ that does not depend on $J$. It has a minimum at $r_e$ with force constant $k=V''(r_e)>0$.

In Rydberg atomic units $\hbar=1$ and the electron mass is $1/2$. Energies are in Ry and lengths in bohr. Let $M$ be the reduced mass divided by the electron mass. The reduced mass in these units is then $\mu=M/2$, and
\begin{equation}
\frac{\hbar^2}{2\mu}=\frac{1}{M}.
\end{equation}
Writing the nuclear wavefunction as $u(r)/r$ times a spherical harmonic removes the first-derivative term from the radial kinetic energy. The squared angular momentum has the value $X=J(J+1)$, so that
\begin{equation}
\left[-\frac{1}{M}\frac{d^2}{dr^2}+W(r)\right]u=Eu,
\qquad
W(r)=V(r)+\frac{X}{Mr^2}.
\label{eq:radial}
\end{equation}
The second term of $W$ is the centrifugal energy. At the equilibrium distance it equals $BX$, and the harmonic frequency is $\sqrt{k/\mu}$. Hence
\begin{equation}
B=\frac{1}{Mr_e^2},\qquad \omega^2=\frac{k}{\mu}=\frac{2k}{M}.
\label{eq:constants}
\end{equation}

Both constants are energies, and so is $D$. Equation~\eqref{eq:kratzer} keeps its form if all three are expressed in $\mathrm{cm^{-1}}$, because both sides scale as one power of energy. The symbol $\omega$ must then mean the vibrational quantum $\hbar\omega$ as a wavenumber. An angular frequency in radians per second has to be divided by $2\pi c$ first, with $c$ in $\mathrm{cm\,s^{-1}}$.

The sign convention is
\begin{equation}
E(X)=BX-DX^2+HX^3-\cdots,
\label{eq:series}
\end{equation}
with energy measured from the $J=0$ value, so a positive $D$ lowers the levels. For the transition $J\to J+1$, the change in $X$ is $2(J+1)$ and the change in $X^2$ is $(J+1)^2[(J+2)^2-J^2]=4(J+1)^3$. Through the $D$ term, the line position is
\begin{equation}
E_{J+1}-E_J=2B(J+1)-4D(J+1)^3.
\end{equation}

\section{Balance of forces}

Leave out the vibrational motion for the moment and place the nuclei at the minimum of $W$. Setting $W'(r)=0$ gives
\begin{equation}
V'(r)=\frac{2X}{Mr^3}.
\label{eq:balance}
\end{equation}
The right side is the outward centrifugal force, and the left side is the inward pull of the bond. Let $x=r-r_e$ be the stretch. For a small stretch the bond is harmonic, $V'(r)\simeq kx$, and $r$ on the right may be replaced by $r_e$. The leading stretch is
\begin{equation}
x_1=\frac{2X}{Mkr_e^3}.
\label{eq:stretch}
\end{equation}
It is proportional to $X$, and the neglected corrections to $x$ start at $X^2$.

\section{Energy at the balance point}

The stretch changes two energies. The centrifugal energy, expanded about $r_e$, is
\begin{equation}
\frac{X}{M(r_e+x)^2}
=BX\left(1-\frac{2x}{r_e}+\frac{3x^2}{r_e^2}-\cdots\right).
\label{eq:centrifugal}
\end{equation}
Since $x$ is of order $X$, the term in $x^2$ contributes at order $X^3$ and is not needed for $D$. The term linear in $x$ can be rewritten with Eqs.~\eqref{eq:constants} and \eqref{eq:stretch}:
\begin{equation}
\frac{2BX}{r_e}=\frac{2X}{Mr_e^3}=kx_1 .
\end{equation}
At $x=x_1$ the centrifugal energy has therefore fallen by $kx_1^2$, while the bond has stored $\tfrac12kx_1^2$. Together,
\begin{equation}
W-V(r_e)=BX-kx_1^2+\tfrac12kx_1^2=BX-\tfrac12kx_1^2
\label{eq:account}
\end{equation}
through order $X^2$. The corrections to $x_1$ do not alter this result, because $-kx_1x+\tfrac12kx^2$ is stationary at $x=x_1$.

Comparison with Eq.~\eqref{eq:series} gives $DX^2=\tfrac12kx_1^2$, and so
\begin{equation}
D=\frac{k}{2X^2}\,\frac{4X^2}{M^2k^2r_e^6}
=\frac{2}{M^2kr_e^6}.
\label{eq:direct}
\end{equation}
Equation~\eqref{eq:constants} supplies $1/r_e^6=M^3B^3$ and $k=M\omega^2/2$. Substitution yields
\begin{equation}
D=\frac{2M^3B^3}{M^2}\,\frac{2}{M\omega^2}=\frac{4B^3}{\omega^2}.
\end{equation}

The factor of two in Eq.~\eqref{eq:account} matters in code. Evaluating $X/(Mr^2)$ at the stretched bond length, without the energy stored in the bond, gives $BX-2DX^2$ and hence twice the correct distortion constant.

Equation~\eqref{eq:direct} also shows how input errors propagate. For small relative errors,
\begin{equation}
\frac{\delta D}{D}=-6\,\frac{\delta r_e}{r_e}-\frac{\delta k}{k}.
\end{equation}
A bond length that is $1\%$ too long makes $D$ about $6\%$ too small. A stiffer bond reduces $D$, which vanishes in the rigid limit $k\to\infty$. For isotopologues on the same potential curve, $D$ scales as $M^{-2}$.

\section{Anharmonicity and the range of \texorpdfstring{$J$}{J}}

A real bond is not harmonic, yet its cubic term does not enter $D$ at the balance point. To see this, use the relative stretch $\xi=x/r_e$ and write
\begin{equation}
V-V(r_e)=a_0\xi^2(1+a_1\xi+\cdots),\qquad
a_0=\tfrac12kr_e^2=\frac{\omega^2}{4B}.
\label{eq:dunham}
\end{equation}
The last equality follows from Eq.~\eqref{eq:constants}, since $\omega^2/(4B)=(2k/M)(Mr_e^2)/4$. In these terms $D=B^2/a_0$. Because $\xi$ is of order $X$, all terms through $X^3$ are contained in
\begin{equation}
W-V(r_e)=BX+\left(a_0\xi^2-2BX\xi\right)
+\left(a_0a_1\xi^3+3BX\xi^2\right).
\end{equation}
Define $\xi_1=BX/a_0$. Completing the square in the first bracket gives
\begin{equation}
a_0\xi^2-2BX\xi=a_0(\xi-\xi_1)^2-\frac{B^2X^2}{a_0}.
\end{equation}
The last term is $-DX^2$. At the balance point $\xi-\xi_1$ is of order $X^2$, so the squared term is of order $X^4$ and drops out. The second bracket may be evaluated at $\xi_1$:
\begin{equation}
a_0a_1\xi_1^3+3BX\xi_1^2=(a_1+3)\frac{B^3X^3}{a_0^2}.
\end{equation}
With $B^3/a_0^2=D^2/B$, the next constant is
\begin{equation}
H=(3+a_1)\frac{D^2}{B}.
\label{eq:H}
\end{equation}

The ratio of the $H$ term to the $D$ term is $(3+a_1)DX/B$, which must be small if the series is to stop at $D$. On the curves used below, at $J=10$, this ratio is about $0.3\%$ for HCl and $11\%$ for H$_2$. For HCl the $H$ term is then $0.018\ \mathrm{cm^{-1}}$, close to the error made by using Eq.~\eqref{eq:kratzer} in place of the ground-state $D$. Both errors place the level too low, so they add to about $0.04\ \mathrm{cm^{-1}}$. Refining $D$ alone removes a little more than half of this, and an accuracy of $0.01\ \mathrm{cm^{-1}}$ at that $J$ requires $H$ as well.

The expansion also has an end. Equation~\eqref{eq:balance} can be written $r^3V'(r)=2X/M$. If the attractive force $V'(r)$ falls off faster than $r^{-3}$ at long range, the left side has a maximum. Above the corresponding $X$ there is no balance point, and the series in $X$ no longer describes the energy.

\section{Vibrational averaging}

The balance-point energy leaves out zero-point motion. A measured ground-state constant, written $D_0$, includes it. Its effect follows from dividing Eq.~\eqref{eq:radial} by $a_0$, with energy measured from $V(r_e)$. Since $(1/M)\,d^2/dr^2=B\,d^2/d\xi^2$, the scaled Hamiltonian is
\begin{equation}
-\varepsilon^2\frac{d^2}{d\xi^2}+w(\xi,s),
\qquad
\varepsilon^2=\frac{B}{a_0}=\left(\frac{2B}{\omega}\right)^2,
\qquad
s=\frac{BX}{a_0},
\end{equation}
where
\begin{equation}
w(\xi,s)=\xi^2(1+a_1\xi+\cdots)+\frac{s}{(1+\xi)^2}.
\end{equation}
The mass enters through $\varepsilon$ and $s$ alone. For small $\varepsilon$ the lowest level lies near the minimum of $w$, and its energy is the minimum value plus the harmonic zero-point energy there:
\begin{equation}
\frac{E_0}{a_0}=w_{\min}(s)+\varepsilon g(s)+O(\varepsilon^2),
\qquad
g(s)=\sqrt{\tfrac12 w''_{\min}(s)}.
\end{equation}
Here $w''_{\min}$ is the second derivative with respect to $\xi$ at the minimum. At $s=0$ it equals 2, so the zero-point term is $a_0\varepsilon=\omega/2$, as it should be.

The previous section gives $w_{\min}=s-s^2+\cdots$. The zero-point term adds $\tfrac12\varepsilon g''(0)s^2$, with primes on $g$ denoting derivatives with respect to $s$. The coefficient of $-s^2$ is thus changed from 1 to
\begin{equation}
\frac{D_0}{D}=1-\tfrac12\varepsilon g''(0)+O(\varepsilon^2)
=1-g''(0)\frac{B}{\omega}+O\!\left(\frac{B^2}{\omega^2}\right).
\label{eq:D0}
\end{equation}
The number $g''(0)$ depends on the shape of the potential. With the bracket of Eq.~\eqref{eq:dunham} carried to $1+a_1\xi+a_2\xi^2$, differentiating $g$ twice along the balance condition gives $g''(0)=6a_2-\tfrac{27}{4}a_1^2-\tfrac{27}{2}a_1-\tfrac{57}{4}$, which can have either sign. For the curves used below, with $a_1$ between $-1.6$ and $-2.8$, each term exceeds ten in magnitude, so a result of order one is a near cancellation and is sensitive to the cubic and quartic constants. For a fixed potential, $B\propto M^{-1}$ and $\omega\propto M^{-1/2}$, so the leading deviation falls as $M^{-1/2}$. Equation~\eqref{eq:kratzer} is thus the heavy-nucleus limit for the ground-state constant.

\section{Application to HCl}

The constants below come from potential curves computed with frozen-core CCSD(T) in the cc-pVDZ basis, for the isotopes $^1$H, $^{35}$Cl and $^{14}$N. The reduced masses are formed from atomic masses; bare nuclear masses would raise $D$ by $0.1\%$ for H$_2$ and HCl. They test the relation on these curves; they do not measure the accuracy of the electronic-structure method against experiment.

For HCl, $M=1785.688$, $r_e=2.43747$ bohr and $k=0.67532\ \mathrm{Ry/bohr^2}$. Using $1\ \mathrm{Ry}=109737.3\ \mathrm{cm^{-1}}$,
\begin{align}
B&=\frac{109737.3}{1785.688\times(2.43747)^2}
=10.344\ \mathrm{cm^{-1}},\\
\omega&=109737.3\sqrt{\frac{2\times0.67532}{1785.688}}
=3018\ \mathrm{cm^{-1}},\\
D&=\frac{4\times(10.344)^3}{(3018)^2}
=4.86\times10^{-4}\ \mathrm{cm^{-1}}.
\end{align}
In the working units, $D=4.43\times10^{-9}$ Ry.

The mechanical picture can be followed at $J=3$, where $X=12$. Equation~\eqref{eq:stretch} gives
\begin{equation}
x_1=\frac{2\times12}{1785.688\times0.67532\times(2.43747)^3}
=1.374\times10^{-3}\ \text{bohr}.
\end{equation}
Solving Eq.~\eqref{eq:balance} on the full anharmonic curve gives $1.375\times10^{-3}$ bohr. On that curve the centrifugal energy falls by $0.1399\ \mathrm{cm^{-1}}$ and the bond stores $0.0699\ \mathrm{cm^{-1}}$, in the two-to-one proportion of Eq.~\eqref{eq:account}. The net lowering, $0.0700\ \mathrm{cm^{-1}}$, agrees with $DX^2=4.86\times10^{-4}\times144=0.0700\ \mathrm{cm^{-1}}$.

\section{Comparison of H\texorpdfstring{$_2$}{2}, HCl and N\texorpdfstring{$_2$}{2}}

The ground-state constant $D_0$ was extracted from radial levels at five values of $J$, without using Eq.~\eqref{eq:kratzer}. All entries are in $\mathrm{cm^{-1}}$.

\begin{center}
\begin{tabular}{lcccc}
 & $B$ & $\omega$ & $4B^3/\omega^2$ & $D_0$\\
\hline
H$_2$ & 57.78 & 4382 & $4.019\times10^{-2}$ & $3.959\times10^{-2}$\\
HCl & 10.34 & 3018 & $4.860\times10^{-4}$ & $4.841\times10^{-4}$\\
N$_2$ & 1.923 & 2339 & $5.200\times10^{-6}$ & $5.206\times10^{-6}$
\end{tabular}
\end{center}

The constants $D$ span nearly four orders of magnitude. Relative to $D_0$, the relation is too high by $1.5\%$ for H$_2$ and by $0.4\%$ for HCl, and too low by $0.1\%$ for N$_2$. The corresponding values of $B/\omega$ are $1.3\%$, $0.34\%$ and $0.08\%$. In magnitude the deviations are 1.1 to 1.3 times $B/\omega$. This is consistent with Eq.~\eqref{eq:D0} if $|g''(0)|$ is of order one and changes sign between HCl and N$_2$; for these two molecules $g''(0)$ itself was not determined. Four digits are kept because both columns come from the same curve, so errors of the electronic-structure method in $r_e$ and $k$ largely cancel in their ratio. An interpolation error in $k$ does not cancel: a finer interpolation of the H$_2$ curve gives $4B^3/\omega^2=4.018\times10^{-2}$ with $D_0$ unchanged, so the last digit of that entry is uncertain. The size of the deviation, and for N$_2$ its sign, still depends on the anharmonic shape of the curve and belongs to these curves only. As predictions for the real molecules the values are not converged in the basis. For H$_2$, cc-pVTZ raises $D$ by $14\%$ and the deviation of the relation from $1.5\%$ to $1.8\%$. For HCl, the tabulated spectroscopic constants $B=10.593$ and $\omega=2991\ \mathrm{cm^{-1}}$ give $D=5.32\times10^{-4}\ \mathrm{cm^{-1}}$, about $9\%$ above the entry in the table. At $J=10$ that difference is about $0.55\ \mathrm{cm^{-1}}$, more than twenty times the error of the relation itself.

The mass dependence was tested separately by keeping the H$_2$ curve and making the nuclei heavier. With masses 64 and 256 times the original, $D_0/D-1$ is about $-0.19\%$ and $-0.095\%$. Their ratio is $0.50$, the leading-order value $1/2$ for a fourfold mass increase. Further digits depend on the interpolation of the curve near $r_e$: the printed values are $-0.1945\%$ and $-0.0977\%$, while a finer interpolation gives $-0.188\%$ and $-0.094\%$. The latter agree with Eq.~\eqref{eq:D0}, where $a_1=-1.606$ and $a_2=1.855$ give $g''(0)=1.15$. The numerical check also covers the force balance and Eq.~\eqref{eq:H}.

\section{Which constants to insert}

Equation~\eqref{eq:kratzer} calls for equilibrium constants. A spectrum may instead provide the ground-state rotational constant $B_0$ and the fundamental interval $\nu$ between the two lowest vibrational levels. For HCl these are $10.194$ and $2907.6\ \mathrm{cm^{-1}}$ on the same curve. Inserting them changes the estimate by the factor
\begin{equation}
\left(\frac{10.194}{10.344}\right)^3\left(\frac{3018.0}{2907.6}\right)^2
=0.957\times1.077=1.031.
\end{equation}
The smaller rotational constant lowers the estimate, but the smaller vibrational interval raises it by more. The result exceeds $D_0$ by $3.5\%$, compared with $0.4\%$ for equilibrium constants. For H$_2$ and N$_2$ the excess is $5.5\%$ and $1.1\%$.

The relation can also be inverted to estimate a vibrational constant from purely rotational data. With the HCl values of $B_0$ and $D_0$,
\begin{equation}
\omega\simeq\sqrt{\frac{4B_0^3}{D_0}}
=\sqrt{\frac{4\times(10.194)^3}{4.841\times10^{-4}}}
\simeq2960\ \mathrm{cm^{-1}},
\end{equation}
which is $2\%$ below the harmonic constant of the curve. The square root halves the relative error of $D_0$, while a relative error of $B_0$ enters multiplied by $3/2$.

As a consistency check on fitted constants, the relation should be applied with a tolerance that matches its input. When the estimate is compared with the ground-state $D_0$ of these three molecules, equilibrium $B$ and $\omega$ require a tolerance of order $B/\omega$, which is $1.5\%$ for H$_2$, and ground-state constants require one to six percent. When it is compared with an equilibrium value extrapolated from the two lowest vibrational levels, $D_e\simeq\tfrac32D_0-\tfrac12D_1$, the term linear in $B/\omega$ is removed, and equilibrium constants agree within $0.1\%$ on the H$_2$ and HCl curves. A discrepancy by a factor of two or $(2\pi)^2$ is far outside either tolerance and points to the energy account or to the frequency convention.

\section*{Table of computed values}
\begin{verbatim}
Level of theory: frozen-core CCSD(T)/cc-pVDZ
Atomic mass of H isotope (u): 1.00782503
Atomic mass of N isotope (u): 14.00307400
Atomic mass of Cl isotope (u): 34.96885268
1 Ry in cm^-1: 109737.3157
1 u in electron masses: 1822.8885
Radial solver, largest error (Ry): 3.7e-13
Reduced mass M (electron masses): H2 918.576, HCl 1785.688, N2 12763.021
r_e (bohr): H2 1.43788, HCl 2.43747, N2 2.11447
k (Ry/bohr^2): H2 0.73236, HCl 0.67532, N2 2.89901
k from direct energies (Ry/bohr^2): H2 0.73313, HCl 0.67582, N2 2.90167
Interpolation error near r_e (Ry): H2 1.0e-06, HCl 1.6e-06, N2 2.2e-09
Cubic constant a1 (no unit): H2 -1.6066, HCl -2.4087, N2 -2.7702
B (cm^-1): H2 57.78226, HCl 10.34357, N2 1.92309
omega (cm^-1): H2 4382.02, HCl 3018.00, N2 2338.93
D = 4B^3/omega^2 (cm^-1): H2 4.01878e-02, HCl 4.85995e-04, N2 5.20025e-06
D = 4B^3/omega^2 (Ry): H2 3.66218e-07, HCl 4.42871e-09, N2 4.73882e-11
J of the force-balance example: H2 1, HCl 3, N2 12
Stretch, full curve (bohr): H2 1.9985e-03, HCl 1.3748e-03, N2 8.9240e-04
Stretch, harmonic formula (bohr): H2 2.0001e-03, HCl 1.3743e-03, N2 8.9197e-04
Energy stored in bond (cm^-1): H2 1.6013e-01, HCl 6.9937e-02, N2 1.2653e-01
Centrifugal energy released (cm^-1): H2 3.2057e-01, HCl 1.3990e-01, N2 2.5307e-01
D from force balance (cm^-1): H2 4.01876e-02, HCl 4.85995e-04, N2 5.20025e-06
H from force balance (cm^-1): H2 3.891e-05, HCl 1.350e-08, N2 3.232e-12
H = (3+a1)D^2/B (cm^-1): H2 3.895e-05, HCl 1.350e-08, N2 3.231e-12
B_0 from levels (cm^-1): H2 56.38722, HCl 10.19379, N2 1.91469
Fundamental from levels (cm^-1): H2 4144.42, HCl 2907.62, N2 2309.91
D_0 from levels (cm^-1): H2 3.95926e-02, HCl 4.84064e-04, N2 5.20582e-06
Relation minus D_0 (% of D_0): H2 1.503, HCl 0.399, N2 -0.107
B/omega (%): H2 1.319, HCl 0.343, N2 0.082
4B_0^3/fundamental^2 (cm^-1): H2 4.17517e-02, HCl 5.01177e-04, N2 5.26214e-06
H2 curve, mass x 1: D_0/D - 1 (%): -1.4811
H2 curve, mass x 64: D_0/D - 1 (%): -0.1945
H2 curve, mass x 256: D_0/D - 1 (%): -0.0977
Deviation ratio, mass x 256 to x 64: 0.503
\end{verbatim}
